A lattice-energy calculation for crystalline trimethylaluminium needs two total energies, one for the crystal and one for a gas molecule. Before the second calculation is started, someone must decide what to put in the empty box: one AlMe3 unit or one Al2Me6 dimer. The choice decides whether the difference describes the packing of molecules, or packing together with the making of chemical bridges. When the monomer-based energy, counted per dimer, is used to extrapolate a vapour pressure over the solid by 20 K, the answer can shift by more than a factor of ten.

## The belief and its appeal

The belief runs as follows. The compound has the formula AlMe3. Divide the crystal energy by the number of AlMe3 units, subtract the energy of an isolated, relaxed AlMe3 molecule, and the result is the lattice energy per molecule.

For a crystal built of separate monomers this is correct. The atoms balance, both systems are neutral, and the monomer is a real species that exists in the vapour. The difference is also negative and can have a plausible size, so nothing in the number itself gives a warning.

The flaw is that the crystal contains Al2Me6. In each dimer two methyl groups bridge the two aluminium atoms. These bridges are present in the crystal and in the gas dimer, but absent from two separated monomers. A formula unit fixes composition; it does not identify the molecule.

## What each subtraction measures

Let the crystal cell contain \(Z\) dimers and have energy \(E_{\rm cell}\). The crystal energy per dimer is \(E_{\rm cr}=E_{\rm cell}/Z\). Let \(E_D\) and \(E_M\) be the energies of an isolated dimer and monomer, each relaxed. All energies refer to static nuclei and to the same level of theory. With the sign convention that a bound crystal has a negative lattice energy,

\[
E_{\rm latt}=E_{\rm cr}-E_D .
\]

The dissociation energy of the gas dimer, positive for a stable dimer, is

\[
D_e=2E_M-E_D .
\]

The monomer subtraction gives, per AlMe3 unit,

\[
X=\frac{E_{\rm cr}}{2}-E_M .
\]

To see what \(X\) contains, solve the first definition for \(E_{\rm cr}=E_{\rm latt}+E_D\) and the second for \(E_M=(E_D+D_e)/2\). Then

\[
X=\frac{E_{\rm latt}+E_D}{2}-\frac{E_D+D_e}{2}
=\frac{E_{\rm latt}-D_e}{2}.
\]

The dimer energy cancels and its dissociation energy remains. Per AlMe3 unit, the correct quantity to set beside \(X\) is \(E_{\rm latt}/2\), and the error is

\[
X-\frac{E_{\rm latt}}{2}=-\frac{D_e}{2}.
\]

Per dimer, \(2X\) must be compared with \(E_{\rm latt}\), and the error is \(-D_e\). For a stable dimer the monomer subtraction therefore makes the crystal look too strongly bound.

One limit settles the matter. Pull the dimers so far apart that they no longer interact, leaving each one intact. There is no lattice binding left, so \(E_{\rm latt}=0\). The monomer subtraction nevertheless gives \(X=-D_e/2\). It reports a binding energy for a crystal that has ceased to exist, because it is counting the bridges inside the molecules.

The same algebra covers a crystal of \(n\)-mers. With \(E_n\) the energy of the relaxed gas \(n\)-mer, \(E_{\rm latt}=E_{\rm cr}-E_n\) per \(n\)-mer, and \(D_n=nE_M-E_n\),

\[
X=\frac{E_{\rm latt}+E_n}{n}-\frac{E_n+D_n}{n}
=\frac{E_{\rm latt}-D_n}{n}.
\]

For \(n=1\), \(D_1=0\) and \(X=E_{\rm latt}\): the belief is right for a monomer crystal. For an extended network of bridges there is no finite molecule that can be removed intact, and a molecular lattice energy is no longer defined by this process. A formation energy from monomers still is.

## Lattice energy as work

The definition can be given a mechanical meaning that does not begin with a subtraction. Multiply all distances between dimer centres by \(\lambda\), starting from the equilibrium crystal at \(\lambda=1\), and keep the orientations fixed. At each \(\lambda\) let the internal coordinates \(\xi_i\) of the dimers relax, without breaking the bridges. The energy per dimer changes as

\[
\frac{dE}{d\lambda}
=\frac{\partial E}{\partial\lambda}
+\sum_i\frac{\partial E}{\partial \xi_i}\frac{d\xi_i}{d\lambda}
=\frac{\partial E}{\partial\lambda}.
\]

The sum vanishes because the energy is stationary in every relaxed coordinate. The work of separation is therefore

\[
W_{\rm sep}=\int_1^\infty
\frac{\partial E}{\partial\lambda}\,d\lambda
=E_D-E_{\rm cr}=-E_{\rm latt}.
\]

The end point is a gas of dimers. Reaching a gas of monomers takes a second process, the breaking of the bridges, with work \(W_{\rm bond}=2E_M-E_D=D_e\). Together,

\[
W_{\rm sep}+W_{\rm bond}=-E_{\rm latt}+D_e=-2X.
\]

The monomer subtraction is thus the energy of two processes in succession, and the lattice energy belongs to the first.

## A model with numbers

A small model makes both works calculable. Its parameters are round values, chosen so that the bridge length and dissociation energy are close to those of trimethylaluminium; it is not an electronic-structure calculation of the compound. Each AlMe3 unit is one site. Sites in different dimers interact through a Lennard-Jones potential of depth 0.035 eV and diameter 0.55 nm. Within a dimer, two sites at distance \(d\) are joined by a bridge, and each monomer has a dimensionless deformation \(q_i\):

\[
V=\frac K2(q_1^2+q_2^2)-[W_0+g(q_1+q_2)]\,m(d),
\]

\[
m(d)=2y-y^2,\qquad y=e^{-\alpha(d-d_0)} .
\]

Here \(K=1.00\) eV, \(W_0=0.64\) eV, \(g=0.50\) eV, \(d_0=0.26\) nm and \(\alpha=15\) nm\(^{-1}\). The coupling \(g\) expresses the fact that a monomer changes shape when it forms a bridge. A free monomer has \(m=0\) and \(q=0\), so \(E_M=0\).

For the gas dimer, \(\partial V/\partial q_i=Kq_i-gm=0\) gives \(q_1=q_2=gm/K\). Substitution yields

\[
V=\frac{g^2m^2}{K}-W_0m-\frac{2g^2m^2}{K}
=-W_0m-\frac{g^2m^2}{K}.
\]

The slope \(dV/dm=-W_0-2g^2m/K\) is negative for \(m>-W_0K/(2g^2)=-1.28\), which holds at every \(d\) above 0.20 nm. In that range \(V\) is lowest where \(m\) is largest. Since \(m=1-(1-y)^2\), the maximum is \(m=1\), at \(d=d_0\). Below about 0.184 nm, beyond a wall that peaks at \(V=+0.41\) eV near 0.199 nm, \(m\) is strongly negative and the formula for \(V\) falls below this minimum; that is an artefact of the model, which is used here only above 0.20 nm. Hence

\[
D_e=W_0+\frac{g^2}{K}=0.64+0.25=0.89\ {\rm eV},
\]

or 85.9 kJ/mol of dimers. Integrating the force along the bridge gives the same 0.890 eV.

The crystal has one dimer per primitive cell, with cell and bridge length relaxed. Its energy is \(E_{\rm cr}=-1.670\) eV per dimer, so

\[
E_{\rm latt}=-1.670-(-0.890)=-0.780\ {\rm eV},
\]

or \(-75.2\) kJ/mol of dimers. Integrating the forces that resist separation gives \(W_{\rm sep}=0.780\) eV, a test of the lattice energy that uses no gas-phase reference. The monomer subtraction gives

\[
X=\frac{-1.670}{2}-0=-0.835\ {\rm eV},
\]

or \(-80.6\) kJ/mol of AlMe3. The correct value on the same basis is \(-0.780/2=-0.390\) eV. The belief overstates the binding per AlMe3 by 0.445 eV, which is \(D_e/2\), and so by a factor of about 2.1.

The bridges survive in the crystal. Their length is 0.258 nm, against 0.260 nm in the gas, while the nearest sites of different dimers are 0.582 nm apart. Packing changes the molecule slightly, at a strain cost of 0.0014 eV per dimer. The intermolecular energy is \(-0.7811\) eV, and the sum \(-0.7811+0.0014=-0.7797\) eV is the lattice energy. The relaxed gas dimer is the right reference because this small strain belongs to the cost of forming the crystal.

## Why the wrong number looks right

There is a numerical coincidence in this example. The mistaken value per AlMe3, \(-0.835\) eV, lies within about 7% of the correct value per dimer, \(-0.780\) eV. If both are labelled "per molecule", they seem to agree. Their difference is

\[
X-E_{\rm latt}=\frac{E_{\rm latt}-D_e}{2}-E_{\rm latt}
=-\frac{D_e+E_{\rm latt}}{2},
\]

which is small whenever \(D_e\) is close to \(-E_{\rm latt}\). Here it is \(-(0.890-0.780)/2=-0.055\) eV. Two errors, the wrong reference and the wrong amount of substance, nearly cancel. The agreement does not validate the method, since \(D_e\) and \(E_{\rm latt}\) are separate properties and nothing keeps their magnitudes close in another compound.

A possible defence is that \(X\) describes the attraction between AlMe3 units regarded as molecules. A control case answers this. Remove the bridges and let the same Lennard-Jones sites form a face-centred cubic crystal of monomers. The monomer subtraction is now legitimate and gives \(-0.301\) eV per AlMe3; the separation work is 0.301 eV, as it should be. The value \(-0.835\) eV for the dimer crystal is larger in magnitude by about 0.53 eV. Bridge formation supplies 0.445 eV of this; the remaining 0.09 eV or so comes from the stronger intermolecular binding in the more closely packed dimer crystal.

Cutting a monomer out of the crystal and keeping its shape does not repair the subtraction. In the model, the frozen fragment lies above the relaxed monomer by \(E_{\rm def}=Kq^2/2=0.125\) eV, so

\[
X_{\rm frozen}=\frac{E_{\rm cr}}2-(E_M+E_{\rm def})
=X-E_{\rm def}=-0.960\ {\rm eV}.
\]

This moves further from \(-0.390\) eV. The frozen reference removes the relaxation that partly compensates the loss of the bridges.

## What the vapour measures

The quantity \(X\) does have a physical use, and the vapour shows where it belongs. Treat the vapour as ideal and take the energies and entropies of the two processes as independent of temperature. The pressure \(p_D\) of dimers over the crystal then obeys

\[
\frac{d\ln p_D}{d(1/T)}=\frac{E_{\rm latt}}{k}.
\]

The gas reaction Al2Me6 \(\rightleftharpoons\) 2 AlMe3 has the equilibrium constant \(K_p=p_M^2/p_D\), where \(p_M\) is the monomer pressure, and \(d\ln K_p/d(1/T)=-D_e/k\). Since \(\ln p_M=(\ln K_p+\ln p_D)/2\),

\[
\frac{d\ln p_M}{d(1/T)}=\frac{E_{\rm latt}-D_e}{2k}=\frac Xk .
\]

So \(-X\) governs the partial pressure of monomers over the crystal. The total pressure follows \(-E_{\rm latt}\) as long as dimers dominate. With a dimer pressure of 2.0 Torr at 270 K and a dissociation entropy of 1.8 meV/K (standard pressure 1 bar), both rough inputs, the monomer pressure is 0.0066 Torr. The slope of the total pressure corresponds to 0.780 eV and that of the monomer pressure to 0.835 eV.

Trimethylaluminium melts near 288 K and is usually delivered from the liquid, so the estimate below applies only to a frozen source; the 2.0 Torr is roughly the liquid's vapour pressure extrapolated to 270 K. Suppose that such a source is cooled from 270 K to 250 K, with the pressure at 270 K taken as given. Then

\[
p_D(250)=2.0\ {\rm Torr}\times
\exp\!\left[\frac{E_{\rm latt}}{k}\left(\frac1{250\,{\rm K}}-\frac1{270\,{\rm K}}\right)\right]
=0.137\ {\rm Torr}.
\]

Putting \(2X\) in place of \(E_{\rm latt}\), as the wrong reference on the right basis requires, gives 0.0064 Torr, too low by a factor of about 21. Putting \(X\) there gives 0.113 Torr, too low by 17%; this is the coincidence again. It depends on the model's lattice energy: with \(E_{\rm latt}=-0.60\) eV and the same \(D_e\), the pressure would be too low by 39%. The factor of 21 would not change, because it depends only on \(D_e\) and the two temperatures.

The 17% should not be over-read, because the estimate leaves out a thermal term of similar effect. For a rigid nonlinear molecule in the classical harmonic limit, six external vibrations hold \(6kT\) in the crystal. The gas molecule has \(3kT\) of translation and rotation, and \(pV\) adds \(kT\). The sublimation enthalpy is therefore

\[
L=-E_{\rm latt}+4kT-6kT=-E_{\rm latt}-2kT .
\]

At 270 K, \(2kT=0.047\) eV. Using this fixed correction would raise the estimated pressure at 250 K by about 17%. The factor of 21 is far outside that uncertainty.

The gas composition must also be checked at the temperature of use. If a fraction \(a\) of the original dimers has dissociated at total pressure \(P\), the amounts of dimer and monomer are in the ratio \((1-a):2a\), with sum \(1+a\). Hence

\[
K_p=\frac{[2aP/(1+a)]^2}{(1-a)P/(1+a)}=\frac{4a^2P}{1-a^2},
\qquad a=\sqrt{\frac{K_p}{K_p+4P}} .
\]

At 300 K and 10 Torr this gives 0.5%, so the cool vapour is almost wholly dimeric. At 500 K and 1 Torr it gives 99.8%, if equilibrium is reached and no other reaction intervenes. Monomers may then be the relevant species in a hot reactor, but that does not change what left the crystal in the cold source. Sublimation and dissociation should enter such a calculation as separate steps.

## The model beside the real compound

The real dimer has an Al–Al distance of roughly 0.26 nm and a dissociation enthalpy of roughly 0.9 eV, so the model's bridge length and \(D_e\) are realistic in size. Its deformation energy is not. The real dimer tilts its bridging methyl groups strongly, and an AlMe3 unit frozen in that shape lies roughly 1 eV above the relaxed monomer (about 0.95 eV with PBE and 1.1 to 1.2 eV with Hartree–Fock, for an idealised geometry in a 6-31G* basis), against 0.125 eV in the model. A frozen-monomer reference would therefore be much further off for the real compound. The packing is also only rough. The model crystal occupies 0.219 nm\(^3\) per dimer, whereas the liquid occupies roughly 0.32 nm\(^3\); the model is too dense. Its lattice energy is probably also too large in magnitude, since evaporation of the liquid costs roughly 0.4 eV per dimer and melting adds a smaller amount. The largest neglected effect that was estimated is the three-body triple-dipole energy, \(+0.13\) eV per dimer, or 16% of the magnitude of the lattice energy. That estimate is undamped, places each polarizability at the dimer centre, and uses the model's dense packing. Translational zero-point motion amounts to about 0.008 eV per dimer and that of the bridge stretch to about 0.012 eV; other vibrations were not estimated. Three starting orientations relaxed to the same energy within the printed precision, but all had one dimer per cell, so this does not measure the error from the real packing.

These corrections alter \(E_{\rm latt}\) or \(D_e\), but not the relation that connects both to \(X\). An error in the crystal energy alone shifts \(X\) and \(E_{\rm latt}/2\) equally, and leaves their difference at \(-D_e/2\).

## Consequences for a calculation

The reference should follow from the bonding in the crystal. Identify the connected molecules, count them, and divide the cell energy by that count. Then relax one such molecule in isolation with the same method and with converged numerical settings. For trimethylaluminium this means Al2Me6. If the monomer energy is also wanted, for gas-phase equilibrium or surface reactions, calculate \(D_e\) separately and state both results with their amounts of substance.

The dimer reference also limits the damage from an imperfect electronic-structure method. Suppose that the method misjudges the bridges by an energy \(\delta\) per dimer, equally in crystal and gas, and treats the monomer correctly. Then

\[
\delta E_{\rm latt}=\delta-\delta=0,\qquad
\delta X=\frac{\delta}{2}-0=\frac{\delta}{2}.
\]

The cancellation is as good as the assumption that the bridge is the same in both places. With the monomer reference there is no bridge on the gas side to cancel against. Adjusting a dispersion correction until \(X\) matches a measured sublimation energy would then make the intermolecular forces absorb an error in chemical bonding, as well as the wrongly included \(D_e\) itself.

The numerical output below lists the model's parameters and main results.

## Computed values

```
LJ well depth: 0.035 eV
LJ diameter: 0.55 nm
Bridge parameter W0: 0.64 eV
Bridge coupling g: 0.50 eV
Deformation stiffness K: 1.00 eV
Morse reference length: 0.26 nm
Morse exponent: 15.0 1/nm
Gas dimer energy: -0.8900 eV
Dimer dissociation D_e: 0.8900 eV
Dimer dissociation D_e: 85.9 kJ/mol
Bridge-breaking work: 0.8900 eV
Gas bridge length: 0.2600 nm
Crystal bridge length: 0.2577 nm
Nearest intermolecular site distance: 0.5818 nm
Crystal volume per dimer: 0.2192 nm^3
Crystal energy per dimer: -1.6697 eV
Packing energy per dimer: -0.7811 eV
Crystal strain per dimer: 0.001390 eV
Correct lattice energy per dimer: -0.7797 eV
Correct lattice energy per dimer: -75.2 kJ/mol
Crystal-separation work per dimer: 0.7797 eV
Correct lattice energy per AlMe3: -0.3899 eV
Monomer difference X per AlMe3: -0.8349 eV
X per AlMe3: -80.6 kJ/mol
Monomer difference 2X per dimer: -1.6697 eV
Deformation energy per monomer: 0.1247 eV
Frozen-monomer difference per AlMe3: -0.9596 eV
Control monomer lattice energy: -0.3014 eV
Control separation work: 0.3014 eV
Cutoff shift, 3.0 to 4.5 nm: -0.0688 meV/dimer
Spread of three relaxed packings: 0.000 meV/dimer
Reference temperature: 270 K
Reference dimer pressure: 2.0 Torr
Monomer partial pressure there: 0.006570 Torr
Apparent energy, total pressure: 0.7799 eV
Apparent energy, monomer pressure: 0.8349 eV
Cold-source temperature: 250 K
Cold pressure, correct energy: 0.1370 Torr
Cold pressure, using -X: 0.1133 Torr
Cold pressure, using -2X: 0.0064 Torr
Dissociation entropy: 1.80 meV/K
Dissociated fraction, 300 K and 10 Torr: 0.497 %
Dissociated fraction, 500 K and 1 Torr: 99.79 %
Monomer polarizability volume: 0.008 nm^3
Neglected triple-dipole energy: 0.1275 eV/dimer
Its shift, cutoff 2.4 to 3.2 nm: 0.00107 eV/dimer
Translational zero-point estimate: 8.32 meV/dimer
Bridge-stretch zero-point estimate: 12.20 meV/dimer
Thermal enthalpy correction 2kT at 270 K: 0.0465 eV/dimer
```
